# Matthews-Blakeslee critical thickness from threading-arm forces and from misfit-line energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: forces on a threading dislocation

### What the film stress cannot decide

The stress in a thin coherent film does not tell whether the film will stay coherent. The misfit with the substrate fixes the strain, the strain fixes the stress, and neither depends on the film thickness. If a large shear stress on the glide planes were the whole criterion, a dislocation crossing a 5 nm film would behave like one crossing a 20 nm film under the same strain. In the example worked out below, the first film would then be predicted to relax, although relaxation by one 60-degree dislocation, the type treated there, raises its energy.

What is missing is the cost of the dislocation line left behind. A dislocation that threads the film from interface to surface can glide sideways, and it then lays down a misfit dislocation at the interface. The film stress pulls on the whole height of the threading arm, so the pull grows in proportion to the thickness $h$. The new line costs an energy per length that grows only as a logarithm of $h$. The thickness at which the two are equal is the critical thickness $h_c$.

### Geometry and film stress

Let the free surface be $y=0$, the film $-h<y<0$, and the substrate $y<-h$. The misfit line runs along $z$, and $x$ is the interface direction normal to it. Film and substrate are isotropic and have the same shear modulus $\mu$ and Poisson ratio $\nu$. The substrate is thick, so the film carries all the misfit strain. This strain is taken as tensile, $\varepsilon>0$; for a compressed film the Burgers vector is reversed and $\varepsilon$ means the magnitude.

The surface is free, so $\sigma_{yy}=0$, and the two in-plane stresses are equal, $\sigma_{xx}=\sigma_{zz}=\sigma$. With Young's modulus $2\mu(1+\nu)$, Hooke's law for the $x$ direction reads

$$\varepsilon=\frac{\sigma-\nu\sigma}{2\mu(1+\nu)},\qquad\text{so}\qquad \sigma=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon .$$

The Burgers vector $\mathbf b$ has length $b$ and components $(b_x,b_y,b_z)$. Its sign is fixed by stating that, across the slipped surface, the material on the $+x$ side is displaced by $+\mathbf b$ relative to the other side. Two angles enter: $\beta$ between $\mathbf b$ and the misfit line, and $\lambda$ between $\mathbf b$ and the $x$ axis. Hence

$$b_z^2=b^2\cos^2\beta,\qquad b_x=b\cos\lambda .$$

A tensile film is relieved when $b_x>0$, because the two sides then recede from each other along $x$.

### Driving force

The glide plane contains the misfit line, so its unit normal is $\mathbf n=(n_x,n_y,0)$; choose $n_x>0$. A plane tilted in this way cuts the film in a strip of width $w=h/n_x$. When the threading arm moves by $\delta z$ without changing shape, it sweeps the area $w\,\delta z$. This holds for a straight arm and for a bowed one, since a curve joining the two edges of a strip sweeps the same area when it is shifted along the strip.

Before the slip, the $+x$ side is held at this plane by the traction $-\boldsymbol\sigma\mathbf n$ exerted by the other side. It then moves by $\mathbf b$ relative to that side. The holding traction does the work $-(\boldsymbol\sigma\mathbf n)\cdot\mathbf b$ per area on the body, so the body releases $(\boldsymbol\sigma\mathbf n)\cdot\mathbf b$ per area. Here $\boldsymbol\sigma\mathbf n=(\sigma n_x,0,0)$, because $\sigma_{yy}=0$ and $n_z=0$. The released energy per unit advance, which is the driving force, is

$$F_d=\sigma n_x b_x\,\frac{h}{n_x}=\sigma b h\cos\lambda .$$

The tilt has cancelled. For given $b$ and $b_x$, a flatter glide plane has a smaller resolved shear stress, $\sigma n_xb_x/b$, but a wider strip $h/n_x$ on which it acts. The orientation factor that remains is $\cos\lambda$, the share of $\mathbf b$ that lies in the interface across the line.

### Retarding force

Let the arm advance steadily by $\delta z$. The region around the arm, with its bends and its complicated stress field, is moved but not altered. Far behind it there is a further length $\delta z$ of straight misfit line, and far ahead an equal length of undisturbed film has gone. Apart from the energy already counted in $F_d$, the change is therefore $E(h)\,\delta z$, where $E(h)$ is the energy per length of a straight dislocation at depth $h$ below a free surface. The retarding force is $E(h)$.

This is the sense in which the misfit line has a tension. The tension that resists the bending of a flexible line also contains derivatives of the energy with respect to line direction. They do not enter here, since the line laid down keeps its direction.

### The field close to the line

The energy $E(h)$ follows from the field near the dislocation. Use polar coordinates $r,\theta$ about the line, and first take an edge dislocation with Burgers vector $b_e$ along $x$. Try

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{Db_e\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{Db_e\cos\theta}{r}.$$

The two equilibrium equations are satisfied. In the radial one, $\partial_r\sigma_{rr}=Db_e\sin\theta/r^2$ cancels $r^{-1}\partial_\theta\sigma_{r\theta}=-Db_e\sin\theta/r^2$, and the term $(\sigma_{rr}-\sigma_{\theta\theta})/r$ is zero. In the other, the terms $\partial_r\sigma_{r\theta}$, $r^{-1}\partial_\theta\sigma_{\theta\theta}$ and $2\sigma_{r\theta}/r$ are $-1$, $-1$ and $+2$ times $Db_e\cos\theta/r^2$.

The constant $D$ must give the correct displacement jump. There is no strain along the line, so $\sigma_{zz}=\nu(\sigma_{rr}+\sigma_{\theta\theta})$, and Hooke's law becomes

$$\varepsilon_{rr}=\frac{\sigma_{rr}-\nu(\sigma_{rr}+\sigma_{\theta\theta})}{2\mu},\qquad \varepsilon_{r\theta}=\frac{\sigma_{r\theta}}{2\mu},$$

with the same form for $\varepsilon_{\theta\theta}$. Put $q=(1-2\nu)Db_e/2\mu$, so that $\varepsilon_{rr}=\varepsilon_{\theta\theta}=-q\sin\theta/r$. Integrating $\partial_ru_r=\varepsilon_{rr}$, and then $\partial_\theta u_\theta=r\varepsilon_{\theta\theta}-u_r$, gives

$$u_r=-q\sin\theta\ln r+f'(\theta),\qquad u_\theta=q\cos\theta(1-\ln r)-f(\theta),$$

apart from a rigid rotation. The shear strain requires $\partial_\theta u_r+r\partial_ru_\theta-u_\theta=2r\varepsilon_{r\theta}$. After the logarithms cancel, this is

$$f''+f-2q\cos\theta=\frac{Db_e}{\mu}\cos\theta,\qquad f''+f=\frac{2(1-\nu)Db_e}{\mu}\cos\theta .$$

A solution is $f=(1-\nu)(Db_e/\mu)\,\theta\sin\theta$. Its multivalued part contributes $(1-\nu)(Db_e/\mu)\,\theta$ to $u_x=u_r\cos\theta-u_\theta\sin\theta$, and nothing to $u_y$. One turn must raise $u_x$ by $b_e$, so

$$D=\frac{\mu}{2\pi(1-\nu)} .$$

For a screw dislocation with Burgers vector $b_z$, the displacement $u_z=b_z\theta/2\pi$ has the right jump and is harmonic, as equilibrium requires. Its stress is $\sigma_{\theta z}=\mu b_z/2\pi r$.

### The logarithm and the character factor

The energy density of the edge field is half the product of stress and strain:

$$w=\frac{1}{4\mu}\left[\sigma_{rr}^2+\sigma_{\theta\theta}^2+2\sigma_{r\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2\right]=\frac{D^2b_e^2}{4\mu r^2}\left(2-4\nu\sin^2\theta\right).$$

Integration over the angle gives

$$\int_0^{2\pi}w\,r^2d\theta=\frac{\pi(1-\nu)D^2b_e^2}{\mu}=\frac{\mu b_e^2}{4\pi(1-\nu)} .$$

The screw field has $w=\sigma_{\theta z}^2/2\mu$, and the same integral is $\mu b_z^2/4\pi$. The edge and screw fields have no stress component in common, so their energies add. Rotation about the line shows that the edge result holds for any direction of the edge component. With $b_e=b\sin\beta$ and $|b_z|=b|\cos\beta|$, the sum is

$$K=\frac{\mu b^2}{4\pi(1-\nu)}\left[\sin^2\beta+(1-\nu)\cos^2\beta\right]=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .$$

This is the character factor. For $\nu>0$ a screw is cheaper than an edge of the same $b$.

Now place the line at depth $h$ below the free surface, and let $E_{\rm el}$ be the elastic energy per length outside a core of radius $r_0$. The depth is the only length in the elastic problem, so the stress is $\mu b/h$ times a function of $x/h$ and $y/h$, and $E_{\rm el}$ depends on the lengths through $h/r_0$ alone. Enlarging the core removes a ring, hence

$$-\frac{\partial E_{\rm el}}{\partial\ln r_0}=\int_0^{2\pi}w\,r_0^2\,d\theta .$$

On this ring the stress is the field found above plus a smooth part caused by the surface, of order $\mu b/h$. The first gives $K$. The leading cross term would be of relative order $r_0/h$, but the near field changes sign between opposite points of the ring while a constant surface stress does not, so that term integrates to zero. The remainder is of relative order $(r_0/h)^2$. Integration gives, for $r_0\ll h$,

$$E_{\rm el}=K\left[\ln\frac{h}{r_0}+C\right],$$

where the number $C$ depends on $\nu$ and on the direction of $\mathbf b$. The core itself adds an energy that does not depend on $h$ at this order. All such constants can be collected in one number $c$:

$$E(h)=K\left[\ln\frac hb+c\right].$$

Linear elasticity alone does not give $c$. The Matthews-Blakeslee equation takes $c=1$.

### The critical thickness

Setting $F_d=E$ with $c=1$ gives

$$\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon\,b\,h_c\cos\lambda=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left[\ln\frac{h_c}{b}+1\right].$$

The factors $\mu$ and $1-\nu$ cancel. Division by $2(1+\nu)\varepsilon b\cos\lambda$ leaves

$$\boxed{\,h_c=\frac{b\,(1-\nu\cos^2\beta)}{8\pi(1+\nu)\,\varepsilon\cos\lambda}\left[\ln\frac{h_c}{b}+1\right]}$$

A pure screw along the misfit line has $\cos\lambda=0$. It costs energy and gains none, so it has no finite critical thickness.

Write $x=h/b$ and call the fraction in front $Ab$. The equation is then $x=A(\ln x+1)$. The function $g(x)=x-A(\ln x+1)$ has its minimum at $x=A$, where $g=-A\ln A$. For $A<1$ there is no solution. For $A>1$ there are two. One lies below $x=1$, since $g(1)=1-A<0$ while $g\to+\infty$ as $x\to0$; a film thinner than a Burgers vector is outside the theory. The physical root lies above $A$. There the driving force overtakes the line energy as the film thickens. It can be found by repeated insertion into $A(\ln x+1)$, starting from any $x\ge1$, because the slope $A/x$ of that function is below one at the root.

### A 60-degree dislocation

Take the round model parameters $\mu=50$ GPa, $\nu=0.3$, $b=0.4$ nm and $\varepsilon=0.01$. Atomic units would be awkward for a film stress, so GPa and nm are used; $1$ GPa nm$^2=1$ nN. On a cubic (001) film let the line lie along $[1\bar10]$ and $\mathbf b$ along $[101]$. The direction across the line is $[110]$, so

$$\cos\beta=\frac{1}{\sqrt2\sqrt2}=\frac12,\qquad \cos\lambda=\frac{1}{\sqrt2\sqrt2}=\frac12 .$$

The stress is $\sigma=2(50)(1.3)(0.01)/0.7=1.86$ GPa, and

$$A=\frac{1-0.3\times0.25}{8\pi\times1.3\times0.01\times0.5}=5.66 .$$

The physical root is $x=23.55$: indeed $\ln23.55=3.159$ and $5.662\times4.159=23.55$. The critical thickness is $h_c=23.55\times0.4=9.4$ nm, or 178 bohr.

The prefactor of the line energy is $K=0.841$ nN. At half the critical thickness the driving force is 1.75 nN and the retarding force 2.92 nN, so an arm that glides without friction retreats and removes misfit line. At $h_c$ both are 3.50 nN. At twice $h_c$ they are 7.00 and 4.08 nN, and the arm advances.

## Second half: energy of a complete misfit line

### Symbols and results carried over

The surface is $y=0$, the film fills $-h<y<0$, and the misfit line runs along $z$. The film stress is $\sigma=2\mu(1+\nu)\varepsilon/(1-\nu)$ in both in-plane directions. The Burgers vector has components $b_x=b\cos\lambda$ across the line in the interface, $b_y$ normal to the surface, and $b_z$ along the line with $b_z^2=b^2\cos^2\beta$. The material on the $+x$ side of the slipped surface is displaced by $+\mathbf b$. The first half found

$$K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)},\qquad D=\frac{\mu}{2\pi(1-\nu)},\qquad A=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)\varepsilon\cos\lambda},$$

and the critical thickness $h_c=Ab[\ln(h_c/b)+1]$. The value of $K$ is derived again here by another route; the field with constant $D$ is taken over.

There is no threading arm in this second derivation. A long, straight dislocation is brought from the surface to the interface, and the energies of the film with and without it are compared. This needs the force with which the surface attracts the line, and the energy that the line releases from the film.

Balancing the film's pull on a threading arm against the energy of the line it lays down has given the critical thickness, 9.4 nm in the example with $c=1$. It remains to derive the same condition without a threading arm, from the surface's attraction on a straight line and the energy that line releases from the film, and to examine what each derivation assumes.

All numerical values are calculated from the stated model.
